\section*{The Laue group and irreducible Brillouin-zone wedges for zincblende and pyrite, part 2}

Your rule reduces scalar Brillouin-zone sums to the wedge $k_x\ge k_y\ge k_z\ge0$, called $W_{48}$, using the 48 operations of $O_h$. For pyrite ($Pa\bar3$, simple cubic lattice) it agreed with the full sum on shifted $2^3$ and $4^3$ meshes and failed on $6^3$.

A space-group operation $g=\{R|t\}$, $gr=Rr+t$, acts as $(O_g\psi)(r)=\psi(g^{-1}r)$ and takes Bloch vector $k$ to $Rk$ at the same energy. The matrices $R$ form the point group $P$. Time reversal $\Theta$ takes $k$ to $-k$. The levels $E_n(k)$ are therefore invariant under the Laue group $L=P\cup(-P)$, and the wedge is $1/|L|$ of the zone. Zincblende has $P=T_d$ (24 operations, $t=0$, no inversion) and $L=O_h$. Pyrite has $P=L=T_h$, the three cyclic permutations times eight signs, $|L|=24$. The exchange $\sigma$: $x\leftrightarrow y$ is not in $T_h$, and the pyrite wedge is $W_{24}=W_{48}\cup\sigma W_{48}$.

Hartree atomic units are used, with positions in units of the cubic edge $a$, and $k$, $G$ in units of $2\pi/a$. The model has $H=p^2/2+V(r)$ with Gaussian wells $-Ae^{-r^2/2s^2}$, $a=10$ bohr, $s=1$ bohr, $A=1$ Ha on cations and $2$ Ha on anions. Zincblende has a cation at the origin and an anion at $\tau=(\tfrac14,\tfrac14,\tfrac14)$. The pyrite anion parameter is $u=0.4$; $u=\tfrac14$ gives fluorite, with $P=O_h$. The basis is all plane waves with $|k+G|^2/2<3$ Ha, not converged; the "fixed basis" is $|G|^2\le14$.

In the final listing, "swap" is $\sigma$, k0 is a generic test point, beta multiplies a term $p_xp_yp_z$ that breaks time reversal, soc is $\xi$ in $\xi\,\vec\sigma\cdot(\nabla V\times p)$, lambda scales a weak potential $\lambda V$, V(hkl) are Fourier coefficients of $V$, and S(hk0) is the pyrite anion structure sum.

\subsection*{Why the small meshes agreed}

Let $f$ be invariant under $T_h$ and put $D(k)=f(k)-f(\sigma k)$. Then $D(\sigma k)=-D(k)$. Also $D(Rk)=D(k)$ for $R\in T_h$, because $\sigma R=(\sigma R\sigma^{-1})\sigma$ and $\sigma R\sigma^{-1}$ is again a cyclic permutation with signs. Every transposition is $\sigma$ times a cyclic permutation, so $D$ is odd under all three and even under every sign change. It therefore vanishes wherever two of $|k_x|,|k_y|,|k_z|$ are equal. Three consequences follow.

On a shifted $2m\times2m\times2m$ mesh the components are odd multiples of $1/4m$, with $m$ possible moduli and no point on the zone boundary or on a coordinate plane. An $O_h$ star is fixed by an unordered triple of moduli with repetition, of which there are $\binom{m+2}3$. It splits into two $T_h$ stars, the two cyclic orders, when the moduli are all different, which happens $\binom m3$ times; when two are equal, exchanging them turns one cyclic order into the other. Hence
\begin{equation}
n_{O_h}=\binom{m+2}3,\qquad n_{T_h}=\binom{m+2}3+\binom m3 .
\end{equation}
For $m\le2$ the second binomial is zero and the two reductions are the same set of points with the same weights, so your $2^3$ and $4^3$ checks could not have failed. For $m=3$ the counts are 10 and 11. For large $m$ each binomial tends to $m^3/6$, and $8m^3/n$ tends to 48 and 24. Explicit orbit enumeration confirms the formulas for $m=1,2,3,4,8,16$; on the last, the $32^3$ mesh, the ratio for $T_h$ is $32768/1376=23.8$. On these cubic meshes the ratio stays below $|L|$ because points left in place by some $S\ne1$ have shorter stars; these lie on mirror planes or, like $(\tfrac12,\tfrac12-x,\tfrac12+x)$ on a hexagonal face of the fcc zone, on rotation axes; the $\Gamma$-centred $32^3$ fcc mesh has 897 stars with time reversal, a ratio of $36.5$, and 1641 without.

Near $\Gamma$, a band that is nondegenerate there is analytic. Evenness in each component makes $D$ a power series in $X=k_x^2$, $Y=k_y^2$, $Z=k_z^2$, and since each homogeneous part vanishes at $X=Y$, $Y=Z$ and $Z=X$, it is divisible by
\begin{equation}
\Pi=(k_x^2-k_y^2)(k_y^2-k_z^2)(k_z^2-k_x^2).
\end{equation}
The asymmetry starts at sixth order, so effective masses and quartic warping of such a band look fully cubic. Bands that are degenerate at $\Gamma$ need not be analytic there, and their asymmetry can start at second order. For band 1 of the model at full strength, in the fixed basis, $D=-1.772\times10^{-10}$ Ha at $(0.08,0.05,0.015)$ and $-2.774\times10^{-12}$ Ha at half that vector, and the binary logarithm of the ratio is $6.00$.

In the lattice expansion $f(k)=\sum_Tf_Te^{ik\cdot T}$, invariance gives $f_{RT}=f_T$ for $R\in T_h$. If two components of $T$ have equal modulus, $\sigma T$ lies in the $T_h$ star of $T$ by the exchange argument above, and $f_{\sigma T}=f_T$. The shortest vector with three different moduli is $(2,1,0)$. For the sum of bands 1 to 4, a group that lies at least $0.12$ Ha below band 5 at every mesh point, the Fourier sums over the shifted $6^3$ mesh are $-1.03\times10^{-4}$ Ha at $T=(2,1,0)$ and $-0.78\times10^{-4}$ Ha at $T=(1,2,0)$. Each sum adds to $f_T$ its aliases $\pm f_{T+6n}$, $n$ an integer vector, so on so coarse a mesh neither number is the coefficient itself. Their size and sign are moreover set by the truncated basis: with a cutoff of 8 Ha they become $1.8\times10^{-6}$ and $2.6\times10^{-6}$ Ha. Only their inequality carries meaning: $\sigma$ maps the aliases of one vector onto those of the other, so the difference shows that $f_{\sigma T}\ne f_T$ for some $T$.

\subsection*{The error of the wrong wedge}

From $W_{24}=W_{48}\cup\sigma W_{48}$, the true integral is $24\int_{W_{48}}f+24\int_{\sigma W_{48}}f$, and substituting $k\to\sigma k$ in the second term,
\begin{equation}
48\int_{W_{48}}f-\int_{\rm BZ}f=24\int_{W_{48}}f-24\int_{\sigma W_{48}}f=24\int_{W_{48}}D\,d^3k .
\end{equation}
Refining the mesh makes the error tend to this integral, which symmetry does not force to zero. The mirrored wedge gives the opposite error, so the answer changes when two axis labels are exchanged; a cyclic relabelling, being in $T_h$, leaves it alone. On the shifted $6^3$ mesh, with $k$ in units of $\tfrac1{12}$, the only triple of different moduli is $\{5,3,1\}$. Its 48 points should contribute $24f(5,3,1)+24f(3,5,1)$, and your rule gives them $48f(5,3,1)$:
\begin{equation}
\delta=\frac{24}{216}\,\big[f(5,3,1)-f(3,5,1)\big].
\end{equation}

Put 20 electrons in the pyrite cell with Fermi--Dirac occupations $\phi_n(k)$ at $k_BT=0.02$ Ha and two electrons per band. The full mesh gives $\mu=-0.047133$ Ha, which is then held fixed. For the electron count $N(k)=2\sum_n\phi_n$ and the band energy $U(k)=2\sum_n\phi_nE_n$,
\begin{align}
\delta N&=\tfrac19(20.109391-20.128479)=-0.0021,\\
\delta U&=\tfrac19(-6.648613+6.643996)=-5.1\times10^{-4}\ \text{Ha}\approx-14\ \text{meV},
\end{align}
per cell and relative to the 216-point sum on the same mesh, not to a converged integral. The 11 $T_h$ stars return $N=20.000000$ and $U=-6.646325$ Ha, equal to the full mesh. The 10 $O_h$ stars return $19.997879$ and $-6.646837$ Ha, and with the mirrored representatives $20.002121$ and $-6.645812$ Ha. Because $\mu$ is fixed, $\delta U$ includes the effect of the wrong electron count and is not a total-energy error at fixed $N$. For the plain sum of bands 1 to 4, without the spin factor, $\delta=\tfrac19(-1.892569+1.892828)=2.9\times10^{-5}$ Ha, about $0.8$ meV. The sizes belong to this model, its cutoff and this mesh, on which a single star carries the whole error. Raising the cutoff from 3 to 8 Ha, with $\mu$ redetermined, changes $\delta N$ to $-0.0011$, $\delta U$ to $-10$ meV and the error of bands 1 to 4 to $0.03$ meV, so the $0.8$ meV is mostly an effect of the truncated basis. At 3 Ha, refining the mesh to $16^3$ at the same $\mu$ moves $\delta U$ to about $-20$ meV.

\subsection*{The density uses $P$, not $L$}

Time reversal is not an operation on $r$, and this matters when the density is rebuilt from the wedge. Let $n_k(r)=2\sum_n\phi_n|\psi_{nk}(r)|^2$; degenerate states have equal occupation, so the sum does not depend on the basis chosen among them. From $O_g$, $n_{Rk}(r)=n_k(g^{-1}r)$, and from $|\psi^*|^2=|\psi|^2$, $n_{-k}(r)=n_k(r)$. For a star of $w$ points, the sum over $S\in L$ visits each point $|L|/w$ times. If $-1\notin P$, the elements $R$ and $-R$ contribute equally, which is a factor $|L|/|P|=2$; otherwise that factor is 1. With one $g$ for each $R\in P$,
\begin{equation}
\sum_{k'\in{\rm star}}n_{k'}(r)=\frac w{|L|}\sum_{S\in L}n_{Sk}(r)=\frac w{|P|}\sum_g n_k(g^{-1}r).
\end{equation}
Summing over stars, with $n_{\rm irr}$ the weighted average over representatives and $g^{-1}$ running over the same set as $g$ modulo lattice translations, $n(r)=|P|^{-1}\sum_gn_{\rm irr}(gr)$. The weights come from $L$ and the real-space average from the true space group. Averaging over all 48 matrices in zincblende, where $t=0$ and $-Rr=R(-r)$, gives instead
\begin{equation}
\frac1{48}\sum_{R\in T_d}\big[n_{\rm irr}(Rr)+n_{\rm irr}(R(-r))\big]=\tfrac12\,[\,n(r)+n(-r)\,].
\end{equation}
In the zincblende model with 8 electrons per primitive cell and a $\Gamma$-centred $4^3$ mesh (8 stars), the full mesh and the $T_d$ average both give $0.2115$ bohr$^{-3}$ at the anion site and $0.0123$ bohr$^{-3}$ at the empty site $-\tau$. The 48-fold average puts $(0.2115+0.0123)/2=0.1119$ bohr$^{-3}$ on both.

\subsection*{Where the Laue rule stops}

In a crystal with spin-orbit coupling that is magnetically ordered or subject to a Zeeman field, $\Theta$ alone is not a symmetry. A unitary element $g$ of the magnetic group still sends $k$ to $Rk$, and an antiunitary element $\Theta g$ sends it to $-Rk$. The wedge is set by the group of these matrices, which is a subgroup of $L$ and can be smaller than $P$. Without spin-orbit coupling, $E_n(-k)=E_n(k)$ survives collinear and coplanar order, where $\Theta$ followed by a global spin rotation by $\pi$ restores the moments, but in general fails for noncoplanar order. If the self-consistent solution breaks the symmetry of the atoms, $P$ must be taken from the potential. A mesh that is not mapped onto itself by $L$ does not consist of complete stars, although two of its points related by $L$ can still be merged in a scalar sum. A perturbation with a direction leaves the operations that preserve it; a quantity of even order in the perturbation also admits those that reverse it. In the other direction, $1/|L|$ is what symmetry guarantees: a special parameter such as $u=\tfrac14$, or an approximation that keeps only lattice harmonics shorter than $(2,1,0)$ in $f$, can make 48 exact for a structure written in $Pa\bar3$. For your code, find every $\{R|t\}$ from the atomic positions with fractional $t$ allowed, add the $-R$ when time reversal holds, and test against a full mesh. If $L$ is smaller than the holohedry, choose a mesh on which the two groups give different numbers of stars. For $L=T_h$ on the shifted simple cubic meshes this means points with three different $|k_i|$. On an fcc lattice that condition is not enough: $(1,\tfrac12,0)$ minus the reciprocal vector $(1,1,1)$ is $(0,-\tfrac12,-1)$, which $T_h$ carries onto $(\tfrac12,1,0)$.

\section*{Calculated quantities}
\begin{verbatim}
a=10.0 bohr, s=1.0 bohr, A_cat=1.0 Ha, A_an=2.0 Ha, u=0.4, 2pi/a=0.62832 1/bohr
cutoff=3.0 Ha, kT=0.02 Ha, beta=0.05 a.u., soc=0.5 bohr^2, lambda=0.002
generic k0 = [0.37 0.21 0.09] (2pi/a)
zincblende: |P|=24, |L|=48, spectral group=48, basis=61, max dev 8 bands=6.77e-15 Ha
pyrite: |P|=24, |L|=24, spectral group=24, basis=245, max dev 12 bands=4.02e-03 Ha
fluorite: |P|=48, |L|=48, spectral group=48, basis=245, max dev 12 bands=1.94e-14 Ha
pyrite operations with fractional translation: 18
zincblende, TR broken: spectral group=24, max|E(-k)-E(k)|=0.00764 Ha
zincblende, spin-orbit: spectral group=48, max pair splitting=0.02277 Ha
pyrite, spin-orbit: max|E(swap k)-E(k)|=0.00203 Ha
pyrite band 10: E(k0)=-0.057406, E(swap k0)=-0.053383 Ha, diff=-109.5 meV
zone fraction reached from the 1/48 wedge: T_h 0.502, T_d alone 0.498
S(210)=4.47214, |S(120)|=0.00000, anion form=-11.7400 Ha bohr^3
pyrite V(210)=-0.052503 Ha, |V(120)|=0.000000 Ha
zincblende V(111)=-0.03485-0.06969j Ha, V(-1-1-1)=-0.03485+0.06969j Ha
weak-potential asymmetry/lambda^2: second order -4.7806e-06, diagonalized -4.7806e-06 Ha
swap-odd T_h invariants, degree 0..6: [0, 0, 0, 0, 0, 0, 1]
band 1 asymmetry at [0.08  0.05  0.015]: -1.772e-10 Ha, at half: -2.774e-12 Ha, exponent 6.00
shifted sc mesh 2^3=8: O_h stars 1, T_h stars 1, full/T_h 8.0
shifted sc mesh 4^3=64: O_h stars 4, T_h stars 4, full/T_h 16.0
shifted sc mesh 6^3=216: O_h stars 10, T_h stars 11, full/T_h 19.6
shifted sc mesh 8^3=512: O_h stars 20, T_h stars 24, full/T_h 21.3
shifted sc mesh 16^3=4096: O_h stars 120, T_h stars 176, full/T_h 23.3
shifted sc mesh 32^3=32768: O_h stars 816, T_h stars 1376, full/T_h 23.8
Gamma fcc mesh 4^3=64: T_d+TR stars 8, T_d stars 10, full/(T_d+TR) 8.0
Gamma fcc mesh 8^3=512: T_d+TR stars 29, T_d stars 43, full/(T_d+TR) 17.7
Gamma fcc mesh 32^3=32768: T_d+TR stars 897, T_d stars 1641, full/(T_d+TR) 36.5
pyrite shifted 6^3, 20 electrons: mu=-0.047133 Ha
N: f(5,3,1)=20.109391, f(3,5,1)=20.128479, full=20.000000, T_h=20.000000 e
N: O_h wedge=19.997879, mirrored=20.002121, error=-2.121e-03 e
U: f(5,3,1)=-6.648613, f(3,5,1)=-6.643996, full=-6.646325, T_h=-6.646325 Ha
U: O_h wedge=-6.646837, mirrored=-6.645812, error=-5.129e-04 Ha = -13.957 meV
sum bands 1-4: f(5,3,1)=-1.892569, f(3,5,1)=-1.892828, full=-1.893670, T_h=-1.893670 Ha
sum bands 1-4: O_h wedge=-1.893642, mirrored=-1.893699, error=2.877e-05 Ha = 0.783 meV
smallest direct gap between bands 4 and 5 on mesh: 0.1233 Ha
sum bands 1-4 Fourier: f100=-2.892e-04, f210=-1.030e-04, f120=-7.810e-05 Ha
zincblende 4^3, 8 electrons: mu=0.256046 Ha, stars=8
n at [0.25 0.25 0.25] a: full 0.211529, T_d avg 0.211529, O_h avg 0.111936 1/bohr^3
n at [-0.25 -0.25 -0.25] a: full 0.012343, T_d avg 0.012343, O_h avg 0.111936 1/bohr^3
n at [0.31 0.12 0.07] a: full 0.028570, T_d avg 0.028570, O_h avg 0.021732 1/bohr^3
\end{verbatim}
